# Relative Pressure of Toluene over a Nanometre-Scale Meniscus: a numerical check

```python
# Result under test: the Kelvin equation for a completely wetting liquid,
#     p/p0 = exp(-2 gamma V / (r R T)),
# with p the vapour pressure over a hemispherical meniscus of radius r,
# p0 the saturation pressure over a flat surface, gamma the surface tension,
# V the liquid molar volume, R the gas constant and T the temperature.
# Example: toluene at 298 K, r = 2 nm. Material inputs are rough values.
# Independent road: surface geometry by sums and quadrature, and equality of
# numerically integrated chemical potentials solved by root finding.
import numpy as np
from scipy.constants import R as gas_constant
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.data.elements import MASSES

temperature = 298.0             # K
radius = 2.0e-9                 # m
surface_tension = 0.028         # N/m, rough
density = 860.0                 # kg/m^3, rough
saturation_pressure = 3.8e3     # Pa, rough
compressibility = 0.9e-9        # 1/Pa, rough

molar_mass = (7 * MASSES[6] + 8 * MASSES[1]) * 1e-3   # kg/mol
molar_volume = molar_mass / density                   # m^3/mol
thermal_energy = gas_constant * temperature           # J/mol


def kelvin_ratio(r, gamma=surface_tension):
    return np.exp(-2 * gamma * molar_volume / (r * thermal_energy))


def equilibrium_ratio(pressure_jump, kappa=0.0):
    """Solve equality of chemical potentials, keeping the p - p0 term."""
    def liquid_volume(pressure):
        return molar_volume * np.exp(-kappa * (pressure - saturation_pressure))

    def imbalance(p):
        vapour = quad(lambda q: thermal_energy / q, saturation_pressure, p)[0]
        liquid = quad(liquid_volume, saturation_pressure, p - pressure_jump)[0]
        return vapour - liquid

    p = brentq(imbalance, 1e-3 * saturation_pressure, saturation_pressure,
               xtol=1e-8)
    return p / saturation_pressure


# Geometry of a circular pore cross-section, from an explicit polygon.
def polygon(r, corners=4000):
    angle = 2 * np.pi * np.arange(corners) / corners
    x, y = r * np.cos(angle), r * np.sin(angle)
    xn, yn = np.roll(x, -1), np.roll(y, -1)
    perimeter = np.sum(np.hypot(xn - x, yn - y))
    area = 0.5 * np.sum(x * yn - xn * y)
    return perimeter, area


perimeter, area = polygon(1.0)
emptying_factor = perimeter / area
step = 1e-4
outer, inner = polygon(1 + step), polygon(1 - step)
film_factor = (outer[0] - inner[0]) / (outer[1] - inner[1])
assert abs(emptying_factor - 2) < 1e-5   # polygon discretization error
assert abs(film_factor - 1) < 1e-5


# Half-spheroid cap of unit pore radius and height c, deformed in height.
def cap_area(c):
    return quad(lambda t: 2 * np.pi * np.sin(t)
                * np.sqrt(np.cos(t)**2 + (c * np.sin(t))**2),
                0, np.pi / 2, epsabs=1e-12, epsrel=1e-12)[0]


def cap_volume(c):
    return quad(lambda t: np.pi * c * np.sin(t)**3,
                0, np.pi / 2, epsabs=1e-12, epsrel=1e-12)[0]


def cap_factor(c):
    return ((cap_area(c + step) - cap_area(c - step))
            / (cap_volume(c + step) - cap_volume(c - step)))


hemisphere_factor = cap_factor(1.0)
flattened_factor = cap_factor(0.5)
assert abs(hemisphere_factor - 2) < 1e-5
assert abs(flattened_factor - 2) > 0.1

# Full equilibrium against the Kelvin equation at several radii.
# Dropping V(p - p0) may change ln(p/p0) by at most V p0/(R T).
neglected_bound = molar_volume * saturation_pressure / thermal_energy
for r in (1e-9, 2e-9, 5e-9, 20e-9):
    full = equilibrium_ratio(hemisphere_factor * surface_tension / r)
    assert abs(np.log(full / kelvin_ratio(r))) < neglected_bound

pressure_jump = 2 * surface_tension / radius
exponent = pressure_jump * molar_volume / thermal_energy
ratio = kelvin_ratio(radius)
full_ratio = equilibrium_ratio(pressure_jump)
assert abs(ratio - 0.30) < 0.005   # agrees with 0.30 to two decimals

# Cylindrical film surface: half the exponent, hence the square root.
film_ratio = equilibrium_ratio(film_factor * surface_tension / radius)
assert abs(np.log(film_ratio / np.sqrt(ratio))) < neglected_bound

# Liquid that expands under tension.
expanding_ratio = equilibrium_ratio(pressure_jump, compressibility)
assert 0 < full_ratio - expanding_ratio < 0.01

# Inversion: radius from a relative pressure of 0.30.
target = 0.30
inverse_radius = (2 * surface_tension * molar_volume
                  / (thermal_energy * np.log(1 / target)))
searched_radius = brentq(
    lambda r: equilibrium_ratio(2 * surface_tension / r) - target,
    1e-9, 4e-9, xtol=1e-15)
assert abs(searched_radius / inverse_radius - 1) < 2e-4   # neglected term

vapour_pressure = ratio * saturation_pressure
liquid_pressure = vapour_pressure - pressure_jump

print(f"temperature: {temperature:.0f} K")
print(f"meniscus radius: {radius*1e9:.1f} nm")
print(f"surface tension (rough input): {surface_tension*1e3:.0f} mN/m")
print(f"liquid density (rough input): {density/1e3:.2f} g/cm^3")
print(f"saturation pressure (rough input): {saturation_pressure/1e3:.1f} kPa")
print(f"compressibility (rough input): {compressibility*1e9:.1f} 1/GPa")
print(f"gas constant: {gas_constant:.4f} J/(mol K)")
print(f"molar mass: {molar_mass*1e3:.2f} g/mol")
print(f"molar volume: {molar_volume*1e6:.1f} cm^3/mol")
print(f"R T: {thermal_energy:.1f} J/mol")
print(f"r dA/dV, emptying pore: {emptying_factor:.4f} (no unit)")
print(f"r dA/dV, deformed hemisphere: {hemisphere_factor:.4f} (no unit)")
print(f"r dA/dV, cap of half height: {flattened_factor:.4f} (no unit)")
print(f"r dA/dV, cylindrical film: {film_factor:.4f} (no unit)")
print(f"pressure jump 2 gamma/r: {pressure_jump/1e6:.1f} MPa")
print(f"liquid pressure: {liquid_pressure/1e6:.1f} MPa")
print(f"2 gamma V/r: {pressure_jump*molar_volume:.1f} J/mol")
print(f"Kelvin exponent, magnitude: {exponent:.4f} (no unit)")
print(f"relative pressure, Kelvin: {ratio:.4f} (no unit)")
print(f"relative pressure, full balance: {full_ratio:.4f} (no unit)")
print(f"bound on neglected logarithm: {neglected_bound:.2e} (no unit)")
print(f"vapour pressure: {vapour_pressure/1e3:.2f} kPa")
print(f"relative pressure, r = 1 nm: {kelvin_ratio(1e-9):.4f} (no unit)")
print(f"relative pressure, cylindrical film: {film_ratio:.4f} (no unit)")
for gamma in (0.027, 0.029):
    print(f"relative pressure, gamma = {gamma*1e3:.0f} mN/m: "
          f"{kelvin_ratio(radius, gamma):.4f} (no unit)")
print(f"relative pressure, expanding liquid: {expanding_ratio:.4f} (no unit)")
print(f"target relative pressure for inversion: {target:.2f} (no unit)")
print(f"radius from inverted Kelvin equation: {inverse_radius*1e9:.3f} nm")
print(f"radius from full-balance search: {searched_radius*1e9:.3f} nm")
print("finished without a failed check")
```

Printed output:

```
temperature: 298 K
meniscus radius: 2.0 nm
surface tension (rough input): 28 mN/m
liquid density (rough input): 0.86 g/cm^3
saturation pressure (rough input): 3.8 kPa
compressibility (rough input): 0.9 1/GPa
gas constant: 8.3145 J/(mol K)
molar mass: 92.14 g/mol
molar volume: 107.1 cm^3/mol
R T: 2477.7 J/mol
r dA/dV, emptying pore: 2.0000 (no unit)
r dA/dV, deformed hemisphere: 2.0000 (no unit)
r dA/dV, cap of half height: 1.6612 (no unit)
r dA/dV, cylindrical film: 1.0000 (no unit)
pressure jump 2 gamma/r: 28.0 MPa
liquid pressure: -28.0 MPa
2 gamma V/r: 2999.9 J/mol
Kelvin exponent, magnitude: 1.2108 (no unit)
relative pressure, Kelvin: 0.2980 (no unit)
relative pressure, full balance: 0.2979 (no unit)
bound on neglected logarithm: 1.64e-04 (no unit)
vapour pressure: 1.13 kPa
relative pressure, r = 1 nm: 0.0888 (no unit)
relative pressure, cylindrical film: 0.5458 (no unit)
relative pressure, gamma = 27 mN/m: 0.3111 (no unit)
relative pressure, gamma = 29 mN/m: 0.2854 (no unit)
relative pressure, expanding liquid: 0.2934 (no unit)
target relative pressure for inversion: 0.30 (no unit)
radius from inverted Kelvin equation: 2.011 nm
radius from full-balance search: 2.011 nm
finished without a failed check
```
